\section*{Primitive and centroid virial estimators of the kinetic energy and their variances}

\section{The two averages}

\textbf{Q.} In a path-integral simulation the momenta of the quantum particles have been integrated out. What is left to average if I want the quantum kinetic energy?

\textbf{A.} The response of the partition function to the masses. Take $f$ Cartesian coordinates with masses $m_a$, distinguishable particles, and $H=K+V$. Multiply every mass by $\lambda$, so that $K$ becomes $K/\lambda$. Differentiating the trace gives
\begin{equation}
\left.\frac{\partial}{\partial\lambda}\ln\mathrm{Tr}\,e^{-\beta(K/\lambda+V)}\right|_{\lambda=1}=\beta\langle K\rangle .
\label{eq:mass}
\end{equation}
Now split $e^{-\beta H}$ into $P$ factors $e^{-\beta K/P}e^{-\beta V/P}$ and insert positions between them. The free-particle kernel of each factor is a Gaussian, and the trace closes the chain into a ring, $x_{P+1}=x_1$:
\begin{align}
Z_P&=\prod_a\left(\frac{m_aP}{2\pi\beta\hbar^2}\right)^{P/2}\int dx_1\cdots dx_P\,e^{-S-U},\label{eq:Z}\\
S&=\sum_{k=1}^{P}\sum_a\frac{m_aP}{2\beta\hbar^2}(x_{k,a}-x_{k+1,a})^2,\qquad
U=\frac{\beta}{P}\sum_{k=1}^{P}V(x_k).\nonumber
\end{align}
Scaling the masses multiplies the prefactor by $\lambda^{fP/2}$ and turns $S$ into $\lambda S$. Hence $\partial\ln Z_P/\partial\lambda=fP/2-\langle S\rangle$ at $\lambda=1$, and by \eqref{eq:mass} the quantity to average is
\begin{equation}
T_{\mathrm{prim}}=\frac{fP}{2\beta}-\frac{S}{\beta}.
\label{eq:prim}
\end{equation}
This is the primitive estimator. From here on $\langle\cdot\rangle$ is the average with weight $e^{-S-U}$ at finite $P$. The mean $\langle T_{\mathrm{prim}}\rangle$ approaches the quantum kinetic energy as $P\to\infty$ (this is checked below against a diagonalization). Other ring averages need not have a quantum counterpart: $\langle S\rangle$ grows with $P$, and the variance of an estimator is not the quantum variance of $K$.

\textbf{Q.} That is a large number minus a fluctuating large number. Can the springs be removed from it without changing the mean?

\textbf{A.} Yes, by an integration by parts along a direction in which $S$ changes in a known way. Let
\begin{equation}
x_c=\frac1P\sum_k x_k,\qquad u_k=x_k-x_c,\qquad D=\sum_k u_k\cdot\nabla_k .
\end{equation}
The operator $D$ stretches the ring about its centroid: $Dg$ is the derivative of $g(x_c+su_1,\dots,x_c+su_P)$ with respect to $s$ at $s=1$. Under this stretch every difference $x_k-x_{k+1}=u_k-u_{k+1}$ is multiplied by $s$, so $S$ becomes $s^2S$. Therefore
\begin{equation}
DS=2S,\qquad DU=\frac{\beta}{P}\sum_k u_k\cdot\nabla V(x_k)\equiv W .
\label{eq:DS}
\end{equation}

\textbf{Q.} And the integration by parts itself?

\textbf{A.} The integral of a total divergence vanishes:
\begin{equation}
0=\int dx_1\cdots dx_P\sum_k\nabla_k\cdot\left(u_k\,g\,e^{-S-U}\right)
\end{equation}
for a smooth function $g$. The product rule gives three pieces. The first is the divergence of the field $u_k$. Since $u_{k,a}$ contains $x_{k,a}$ with coefficient $1-1/P$,
\begin{equation}
\sum_k\nabla_k\cdot u_k=fP\left(1-\frac1P\right)=f(P-1).
\end{equation}
The second is $Dg$. The third comes from the exponential and equals $-g(DS+DU)=-g(2S+W)$. Dividing by the normalization,
\begin{equation}
f(P-1)\langle g\rangle+\langle Dg\rangle=\langle g\,(2S+W)\rangle .
\label{eq:ibp}
\end{equation}
With $g=1$ this is $f(P-1)=2\langle S\rangle+\langle W\rangle$. Solve for $\langle S\rangle$ and insert it in \eqref{eq:prim}:
\begin{equation}
\langle T_{\mathrm{prim}}\rangle=\frac{fP}{2\beta}-\frac{f(P-1)-\langle W\rangle}{2\beta}
=\frac{f}{2\beta}+\frac{\langle W\rangle}{2\beta}.
\end{equation}
The right-hand side is the mean of
\begin{equation}
T_{\mathrm{cv}}=\frac{f}{2\beta}+\frac{1}{2P}\sum_k(x_k-x_c)\cdot\nabla V(x_k),
\label{eq:cv}
\end{equation}
the centroid virial estimator. The first term is the classical kinetic energy. The second is the quantum correction, which vanishes when the ring shrinks to a point.

\textbf{Q.} You dropped the surface terms. What allows that?

\textbf{A.} It is enough that the vector field and its divergence are both integrable. Multiply the divergence by a smooth cutoff that falls from 1 to 0 between radii $R$ and $2R$. Moving the derivative onto the cutoff leaves a term of order $1/R$ times the integral of the field, which vanishes as $R\to\infty$. I assume that $V$ is smooth, that $V$ and its first and second derivatives grow no faster than a power of $|x|$, and that $e^{-\beta V}$ multiplied by any power of $|x|$ is integrable. I use \eqref{eq:ibp} for $g=1$, $S$ and $W$, and the bounds derived below give the integrability in these cases.

These assumptions exclude a bare attractive Coulomb potential. There $e^{-U}$ contains a factor $e^{c/r}$ with $c>0$, and $\int r^2e^{c/r}dr$ diverges at $r=0$, so $Z_P$ itself does not exist. They also exclude hard walls, periodic cells and translation-invariant potentials, for which the proof below does not apply as written. With walls, or in a periodic cell whose size is comparable to the thermal wavelength, the centroid virial mean can be wrong. For $V=0$ it equals $f/(2\beta)$, whereas the quantum kinetic energy is larger in a box with hard walls and smaller in a small periodic cell, where paths that wind around the cell contribute.

\section{The fluctuations}

\textbf{Q.} Equal means at every $P$, then. Why should the variances differ?

\textbf{A.} Subtract the two estimators:
\begin{equation}
T_{\mathrm{prim}}-T_{\mathrm{cv}}=\frac{R}{2\beta},\qquad R=f(P-1)-2S-W .
\label{eq:R}
\end{equation}
$R$ has zero mean but is not zero configuration by configuration. The free ring shows its size. With $V=0$ the centroid is unconfined, but it contributes only a common volume factor and can be left out. Then $W=0$, and $S$ is a sum of $f(P-1)$ terms $\xi^2/2$ with independent standard normal $\xi$, one for each internal mode. Each term has variance $(\langle\xi^4\rangle-1)/4=(3-1)/4=1/2$. So $\mathrm{Var}\,T_{\mathrm{prim}}=f(P-1)/(2\beta^2)$, while $T_{\mathrm{cv}}=f/(2\beta)$ does not fluctuate.

\textbf{Q.} A free particle is a special case. The potential couples to the same modes and could change the count.

\textbf{A.} The identity \eqref{eq:ibp} settles this if $g$ is taken to be $S$ and then $W$. For $g=S$, with $DS=2S$,
\begin{equation}
f(P-1)\langle S\rangle+2\langle S\rangle=2\langle S^2\rangle+\langle SW\rangle .
\end{equation}
Replace $f(P-1)$ by $2\langle S\rangle+\langle W\rangle$ and move the products of means to the right:
\begin{equation}
2\langle S\rangle=2\,\mathrm{Var}\,S+\mathrm{Cov}(S,W).
\label{eq:gS}
\end{equation}
For $g=W$ the same replacement gives
\begin{align}
\left(2\langle S\rangle+\langle W\rangle\right)\langle W\rangle+\langle DW\rangle&=2\langle SW\rangle+\langle W^2\rangle,\nonumber\\
\langle DW\rangle&=2\,\mathrm{Cov}(S,W)+\mathrm{Var}\,W .
\label{eq:gW}
\end{align}
Take $\mathrm{Cov}(S,W)$ from \eqref{eq:gW}, put it in \eqref{eq:gS}, and use $\langle S\rangle=[f(P-1)-\langle W\rangle]/2$:
\begin{align}
\mathrm{Var}\,S&=\langle S\rangle-\tfrac12\mathrm{Cov}(S,W)\nonumber\\
&=\frac{f(P-1)}{2}-\frac{\langle W\rangle}{2}-\frac{\langle DW\rangle}{4}+\frac{\mathrm{Var}\,W}{4}.
\end{align}
By \eqref{eq:prim} and \eqref{eq:cv}, $\mathrm{Var}\,T_{\mathrm{prim}}=\mathrm{Var}\,S/\beta^2$ and $\mathrm{Var}\,T_{\mathrm{cv}}=\mathrm{Var}\,W/(4\beta^2)$. Hence
\begin{equation}
\mathrm{Var}\,T_{\mathrm{prim}}-\mathrm{Var}\,T_{\mathrm{cv}}
=\frac{2f(P-1)-2\langle W\rangle-\langle DW\rangle}{4\beta^2}.
\label{eq:main}
\end{equation}
No expansion in $1/P$ or in the anharmonicity has been made.

\textbf{Q.} What is $DW$ explicitly?

\textbf{A.} Since $Dx_k=u_k$ and $\sum_ku_k=0$, we have $Dx_c=0$ and $Du_k=u_k$. Acting on both factors of $W$,
\begin{equation}
DW=\frac{\beta}{P}\sum_k\left[u_k\cdot\nabla V(x_k)+u_k\cdot(\nabla\nabla V(x_k))\,u_k\right].
\label{eq:DW}
\end{equation}
Like $W$, it is $\beta$ times an average over beads, not a sum that accumulates with $P$.

\textbf{Q.} An average over beads can still grow if each bead wanders further from the centroid as $P$ increases. You have to exclude that.

\textbf{A.} Start with the free ring. The change of variables from the $x_k$ to $x_c$ and the $u_k$ is linear, and $S$ depends on $u$ alone. Let $E$ denote the Gaussian average over $u$ with weight $e^{-S}$. For one coordinate of mass $m$, the Fourier modes of the ring have force constants $(4mP/\beta\hbar^2)\sin^2(\pi j/P)$ with $j=1,\dots,P-1$. A bead carries $1/P$ of the summed mode variances:
\begin{equation}
E[u_k^2]=\frac{\beta\hbar^2}{4mP^2}\sum_{j=1}^{P-1}\frac{1}{\sin^2(\pi j/P)} .
\end{equation}
For $j\le P/2$ we have $\sin(\pi j/P)\ge 2j/P$, and the terms $j$ and $P-j$ are equal. The sum is therefore at most $2\sum_{j\ge1}P^2/(4j^2)=\pi^2P^2/12$, so
\begin{equation}
E[u_k^2]\le\frac{\pi^2\beta\hbar^2}{48\,m}
\end{equation}
for every $P$. All higher moments of a Gaussian variable are fixed by its variance, so they are bounded too.

\textbf{Q.} That is without the potential. The actual average carries $e^{-U}$.

\textbf{A.} For any $F\ge0$,
\begin{equation}
\langle F\rangle=\frac{\int dx_c\,E[F\,e^{-U}]}{\int dx_c\,E[e^{-U}]} .
\end{equation}
I bound the numerator from above and the denominator from below. The exponential is convex and $U$ is the mean of the numbers $\beta V(x_j)$, so
\begin{equation}
e^{-U}\le\frac1P\sum_j e^{-\beta V(x_j)} .
\end{equation}
In the $j$th term, at fixed $u$, use $y=x_c+u_j$ as integration variable in place of $x_c$. Then $x_k=y+u_k-u_j$. Let $F$ be a bead average of some $G(x_k,u_k)$ that grows at most like a power. It is then bounded by a polynomial in $|y|$, $|u_k|$ and $|u_j|$ whose coefficients do not depend on $P$. The Gaussian moments are bounded uniformly, and the integral over $y$ converges because of the factor $e^{-\beta V(y)}$. The numerator is bounded independently of $P$.

For the denominator, Jensen's inequality gives
\begin{equation}
E[e^{-U}]\ge e^{-E[U]}=\exp\left(-\beta\,E[V(x_c+u_1)]\right),
\end{equation}
where all beads have the same Gaussian distribution. The last expectation is at most $C(1+|x_c|^r)$ with $C$ and $r$ independent of $P$, so the integral over $x_c$ stays above a positive constant.

\textbf{Q.} Which $F$ do you need?

\textbf{A.} Two. By the Cauchy--Schwarz inequality,
\begin{equation}
W^2\le\frac{\beta^2}{P}\sum_k\left(u_k\cdot\nabla V(x_k)\right)^2,
\end{equation}
which is a bead average of the required kind. This bounds $\langle W^2\rangle$, and with it $|\langle W\rangle|$ and $\mathrm{Var}\,W$. The absolute values of the terms in \eqref{eq:DW} bound $|\langle DW\rangle|$. The integrability needed for \eqref{eq:ibp} follows from the numerator estimate at fixed $P$, because $S$ is a polynomial in the $u_k$.

With these bounds \eqref{eq:main} becomes, at fixed $\beta$,
\begin{align}
\mathrm{Var}\,T_{\mathrm{prim}}&=\frac{fP}{2\beta^2}+C_P,\label{eq:law}\\
C_P&=\mathrm{Var}\,T_{\mathrm{cv}}-\frac{2f+2\langle W\rangle+\langle DW\rangle}{4\beta^2},\nonumber
\end{align}
where $C_P$ and $\mathrm{Var}\,T_{\mathrm{cv}}$ are bounded in $P$. Of these two estimators, only the primitive one has a variance that grows linearly. The slope is that of the free ring and contains neither the potential nor the masses.

\textbf{Q.} So $T_{\mathrm{cv}}$ is the less noisy one at any $P$?

\textbf{A.} That does not follow. By \eqref{eq:main} the primitive variance is the smaller one whenever $2f(P-1)<2\langle W\rangle+\langle DW\rangle$, which can happen at small $P$. The noise $R$ of \eqref{eq:R} is correlated with $W$: from \eqref{eq:gW},
\begin{equation}
\mathrm{Cov}(R,W)=-2\,\mathrm{Cov}(S,W)-\mathrm{Var}\,W=-\langle DW\rangle .
\end{equation}
Since $2\beta T_{\mathrm{prim}}=f+W+R$ and $2\beta T_{\mathrm{cv}}=f+W$, the comparison is between $\mathrm{Var}\,W$ and $\mathrm{Var}(W+R)=\mathrm{Var}\,W+\mathrm{Var}\,R-2\langle DW\rangle$. If $\langle DW\rangle>0$, $R$ and $W$ are anticorrelated and the cross term $-2\langle DW\rangle$ is negative. Whether it outweighs $\mathrm{Var}\,R$ depends on $P$.

\section{A case in numbers}

\textbf{Q.} Show me an anharmonic case.

\textbf{A.} Take one coordinate in Rydberg atomic units, where $\hbar=1$ and the electron mass is $1/2$. The model parameters are $m=900$, $\beta=500~\mathrm{Ry}^{-1}$ (about 316~K) and
\begin{equation}
V=0.18\,x^2-0.3\,x^3+0.5\,x^4,
\end{equation}
with $V$ in Ry and $x$ in bohr. The derivative is $x(0.36-0.9x+2x^2)$. The bracket has discriminant $0.81-2.88<0$, so there is a single, asymmetric well. Its harmonic quantum is $\hbar\omega=\sqrt{0.36/900}=0.02$~Ry, and $\beta\hbar\omega=10$ is well inside the quantum regime. The ring averages were computed with transfer matrices on a grid, without random sampling, so the variances carry no statistical error.

\begin{center}
\begin{tabular}{rccc}
$P$ & mean ($10^{-3}$ Ry) & $\mathrm{Var}\,T_{\mathrm{prim}}$ & $\mathrm{Var}\,T_{\mathrm{cv}}$\\
\hline
4 & 3.158 & 0.49 & 3.81\\
8 & 4.415 & 3.97 & 5.18\\
16 & 5.119 & 16.81 & 5.44\\
64 & 5.447 & 111.13 & 5.39\\
128 & 5.466 & 239.03 & 5.38\\
256 & 5.471 & 495.00 & 5.38
\end{tabular}
\end{center}
The variances are in $10^{-6}~\mathrm{Ry}^2$. Both estimators give the same mean, so it is listed once.

\textbf{Q.} At $P=4$ and $P=8$ the primitive estimator is the quieter one.

\textbf{A.} This is the small-$P$ case. At $P=8$, $2f(P-1)=14$, while $2\langle W\rangle+\langle DW\rangle=6.83+8.38=15.21$, so the difference of variances is negative. At $P=16$ the two numbers are $30$ and $8.24+10.39=18.63$, and the order is reversed. The quieter estimates at small $P$ are of little use here. Diagonalizing the Hamiltonian gives a kinetic energy of $5.472\times10^{-3}$~Ry, or 74.5~meV. Relative to this, the mean is 42\% too low at $P=4$ and 19\% too low at $P=8$. At $P=256$ it is 0.03\% too low.

\textbf{Q.} Does \eqref{eq:main} hold in numbers at large $P$?

\textbf{A.} At $P=256$ the output has $\langle W\rangle=4.471$ and $\langle DW\rangle=11.434$. With $4\beta^2=10^6~\mathrm{Ry}^{-2}$,
\begin{equation}
\frac{2\cdot255-2\cdot4.471-11.434}{10^6~\mathrm{Ry}^{-2}}=489.62\times10^{-6}~\mathrm{Ry}^2 ,
\end{equation}
and the table gives $495.00-5.38=489.62$ in the same unit. Between $P=128$ and $P=256$ the primitive variance rises by $1.9998\times10^{-6}~\mathrm{Ry}^2$ per bead, against the asymptotic $1/(2\beta^2)=2\times10^{-6}~\mathrm{Ry}^2$. The offset $C_P$ settles near $-17.0\times10^{-6}~\mathrm{Ry}^2$. A second system, with two coupled harmonic coordinates of masses $900$ and $1500$ and force constants $V_{11}=0.36$, $V_{12}=0.10$, $V_{22}=0.50~\mathrm{Ry/bohr}^2$, has a slope of $3.998\times10^{-6}~\mathrm{Ry}^2$ per bead between $P=64$ and $P=128$ at the same $\beta$, close to $f/(2\beta^2)=4\times10^{-6}~\mathrm{Ry}^2$ for $f=2$. The numerical check asserts \eqref{eq:main} and both slopes; the offset $C_P$ is read from its printed output.

\textbf{Q.} What does this cost in a simulation?

\textbf{A.} The mean of $n$ independent configurations has variance $\mathrm{Var}\,T/n$. For a standard error of 1\% of the mean at $P=256$,
\begin{align}
n_{\mathrm{prim}}&=\frac{495.00\times10^{-6}}{(0.01\times5.4707\times10^{-3})^2}\approx1.65\times10^5,\nonumber\\
n_{\mathrm{cv}}&=\frac{5.377\times10^{-6}}{(0.01\times5.4707\times10^{-3})^2}\approx1.8\times10^3 .
\end{align}
The ratio is 92 here, and by \eqref{eq:law} it grows with $P$. Successive configurations of a trajectory are correlated, and the two estimators may have different correlation times, so the ratio of run lengths need not be 92.

\textbf{Q.} Suppose I lower the temperature and raise $P$ in proportion. Does the linear law still apply?

\textbf{A.} Equation \eqref{eq:main} does, because it holds at each $\beta$ and $P$ separately. The split in \eqref{eq:law} into a growing term and a bounded one does not carry over, since the bounds were derived at fixed $\beta$. With $\beta/P=\tau$ held fixed, the term $fP/(2\beta^2)$ equals $f/(2\beta\tau)$ and decreases on cooling, while $\langle W\rangle=2\beta\langle T_{\mathrm{cv}}\rangle-f$ grows like $\beta$ if the kinetic energy tends to a nonzero zero-point value. Divided by $4\beta^2$, the term $2\langle W\rangle$ then falls like $1/\beta$, the same order as $f/(2\beta\tau)$, and so does $\langle DW\rangle$ for a harmonic potential, where $DW=2W$. These terms of \eqref{eq:main} are no longer of lower order than the leading one; only the constant $-2f$ in $2f(P-1)$ is.

\section*{Numbers as computed}
\begin{verbatim}
mass = 900 (units of 2 m_e), beta = 500 1/Ry
temperature = 315.8 K
V coefficients: 0.18 Ry/bohr^2, -0.3 Ry/bohr^3, 0.5 Ry/bohr^4
harmonic hbar*omega = 0.0200 Ry, beta*hbar*omega = 10.00
classical kinetic energy 1/(2 beta) = 0.001000 Ry
quantum kinetic energy (diagonalization) = 0.0054723 Ry = 74.454 meV
P, mean T_prim (Ry), mean T_cv (Ry), Var T_prim, Var T_cv (1e-6 Ry^2)
   4 0.0031576 0.0031576     0.4857   3.8071
   8 0.0044149 0.0044149     3.9688   5.1801
  16 0.0051192 0.0051192    16.8123   5.4438
  32 0.0053742 0.0053742    47.5194   5.4132
  64 0.0054470 0.0054470   111.1302   5.3873
 128 0.0054659 0.0054659   239.0272   5.3791
 256 0.0054707 0.0054707   495.0011   5.3769
P, <W>, <DW>, Cov(S,W) (dimensionless), Var T_prim - P/(2 beta^2) (1e-6 Ry^2)
   4 2.15759 5.00620 0.59954 -7.5143
   8 3.41491 8.38147 1.60070 -12.0312
  16 4.11920 10.39307 2.47464 -15.1877
  32 4.37416 11.14552 2.86615 -16.4806
  64 4.44696 11.36324 2.98796 -16.8698
 128 4.46588 11.42005 3.02050 -16.9728
 256 4.47066 11.43442 3.02878 -16.9989
slope of Var T_prim, P=128 to 256: 1.99980 1e-6 Ry^2 per bead
predicted slope 1/(2 beta^2): 2.00000 1e-6 Ry^2 per bead
T from mass derivative of ln Z, P=32: 0.0053742 Ry
error of mean at P=128, 256: -6.376e-06, -1.597e-06 Ry; ratio 3.992
independent configurations for 1% standard error: P, prim, cv, ratio
  16 6415 2077 3.09
  64 37456 1816 20.63
 256 165397 1797 92.06
P, normalization: lower bound, value, upper bound (bohr); <W^2>, its bound
  16 9.937e-04 1.152e-02 1.872e-01  22.412 1.450e+06
  64 9.704e-04 1.039e-02 1.872e-01  25.163 1.486e+06
 256 9.690e-04 1.031e-02 1.872e-01  25.364 1.488e+06
two coupled coordinates: P, Var T_prim, Var T_cv (1e-6 Ry^2)
  64 227.6585 5.5463
 128 483.5565 5.5260
two-coordinate slope: 3.99841 1e-6 Ry^2 per bead
\end{verbatim}
